# Charge depth in silicon and the equivalent oxide thickness of a gate

## Problem

A metal gate lies on silicon dioxide of thickness \(t\), and below the oxide is the silicon of an n-channel transistor. The relative permittivities are \(\kappa_{ox}=3.9\) and \(\kappa_s=11.7\). When the gate voltage rises, electrons are added to the silicon. They do not sit at the interface but at some depth below it.

(a) Show that electrons added at a mean depth of 1 nm contribute about 0.33 nm to the thickness of silicon dioxide that describes the gate capacitance. State what "mean depth" must refer to.

(b) Find the capacitance per area for \(t=1.5\) nm, with and without this contribution.

(c) How does the answer to (a) change if the whole layer moves towards the interface as it fills, with mean depth \(\bar z\propto N^{-1/3}\), where \(N\) is the number of electrons per area? How does it change if one percent of the added charge appears at a depth of 15 nm?

(d) A transistor's source contact sets the Fermi level of the channel, not the electrostatic potential deep in the silicon. Find which quantity then replaces the charge depth, and estimate its size for \(8\times10^{12}\) electrons and \(4\times10^{12}\) depletion charges per cm².

## Solution

### (a) The thickness equivalent to a charge depth

The algebra is in atomic units, where \(\hbar=e=m_e=1\) and Poisson's equation for the potential \(\phi\) reads \(\phi''=-4\pi\rho/\kappa\). The gate surface is at \(z=-t\), the interface at \(z=0\), and the silicon fills \(z>0\). All quantities depend on \(z\) alone, each permittivity is constant up to the interface, and no charge is trapped in the oxide or at its surface.

Let the gate gain a positive charge \(\delta N\) per area. The silicon gains electrons of density \(\delta n(z)\), so its charge density changes by \(-\delta n\). Neutrality requires

\[
\int_0^\infty \delta n(z)\,dz=\delta N .
\]

**Oxide.** There is no field inside the metal, so Gauss's law gives a field change \(4\pi\,\delta N/\kappa_{ox}\) in the oxide, pointing from gate to silicon. The oxide holds no charge, so this field is uniform and

\[
\delta\phi(-t)-\delta\phi(0)=\frac{4\pi t}{\kappa_{ox}}\,\delta N .
\]

**Silicon.** Here Poisson's equation for the changes is

\[
\delta\phi''=-\frac{4\pi}{\kappa_s}(-\delta n)=+\frac{4\pi}{\kappa_s}\,\delta n .
\]

Multiply by \(z\) and integrate the left side by parts:

\[
\int_0^\infty z\,\delta\phi''\,dz=\Big[z\,\delta\phi'\Big]_0^\infty-\int_0^\infty\delta\phi'\,dz=\delta\phi(0)-\delta\phi(\infty).
\]

The bracket vanishes at \(z=0\) because of the factor \(z\). It vanishes at large \(z\) because the added charges cancel in total, which leaves no added field beyond the last of them. The right side of Poisson's equation then gives

\[
\delta\phi(0)-\delta\phi(\infty)=\frac{4\pi}{\kappa_s}\int_0^\infty z\,\delta n\,dz=\frac{4\pi}{\kappa_s}\,z_\delta\,\delta N,
\qquad
z_\delta=\frac{1}{\delta N}\int_0^\infty z\,\delta n\,dz .
\]

The first moment of the added charge is all that enters. A thin sheet at 1 nm and a uniform slab from 0.5 to 1.5 nm therefore have the same effect.

**Sum.** Let \(\delta V\) be the change of the gate potential measured from deep silicon. Adding the two drops gives

\[
\frac{\delta V}{\delta N}=4\pi\left(\frac{t}{\kappa_{ox}}+\frac{z_\delta}{\kappa_s}\right)
=\frac{4\pi}{\kappa_{ox}}\left(t+\frac{\kappa_{ox}}{\kappa_s}\,z_\delta\right).
\]

A capacitor with oxide alone, of thickness \(t'\), has \(\delta V/\delta N=4\pi t'/\kappa_{ox}\). The stack thus behaves as an oxide of thickness \(t+\Delta t\), with

\[
\Delta t=\frac{\kappa_{ox}}{\kappa_s}\,z_\delta=\frac{3.9}{11.7}\times 1\ \text{nm}=0.333\ \text{nm}=3.33\ \text{Å}.
\]

The reason is that silicon has three times the permittivity of the oxide. The same charge makes one third of the field there, so a nanometre of silicon costs one third of the voltage.

The mean depth in this result is that of the *added* charge, and all added charge in the silicon counts. It equals the mean depth of the whole electron layer if the layer grows without changing its shape and the depletion charge stays fixed.

The gate insulator need not be silicon dioxide. For an insulator of thickness \(t_i\) and permittivity \(\kappa_i\), the first term in the sum becomes \(t_i/\kappa_i\), while the silicon term is unchanged. The contribution \(\Delta t\), expressed as silicon dioxide, stays the same.

### (b) The capacitance

The capacitance per area is \(C=\delta N/\delta V=\kappa_{ox}/[4\pi(t+\Delta t)]\), which in SI units is \(\varepsilon_0\kappa_{ox}/(t+\Delta t)\). For the oxide alone, 1.5 nm gives \(C_0=2.302\) μF/cm². With the charge at 1 nm the equivalent thickness is \(1.5+0.333=1.833\) nm, and

\[
C=2.302\times\frac{1.5}{1.833}=1.884\ \mu\text{F/cm}^2 .
\]

The loss relative to the oxide alone is

\[
1-\frac{C}{C_0}=\frac{\Delta t}{t+\Delta t}=\frac{0.333}{1.833}=18.2\,\% .
\]

For \(t\gg\Delta t\) this fraction tends to \(\Delta t/t\), and the charge depth hardly matters. In the opposite limit, \(t\to0\), the capacitance does not diverge but tends to \(\kappa_s/(4\pi z_\delta)\). At fixed charge depth, halving the oxide thickness therefore less than doubles the capacitance.

### (c) A moving layer and a deep share

If the layer has mean depth \(\bar z(N)\), its first moment is \(N\bar z\). The added charge changes that moment by \(z_\delta\,\delta N\), so

\[
z_\delta=\frac{d(N\bar z)}{dN}=\bar z+N\frac{d\bar z}{dN}.
\]

For \(\bar z\propto N^{-1/3}\) the last term is \(-\bar z/3\), and \(z_\delta=\tfrac23\bar z\). A layer with a mean depth of 1 nm then contributes

\[
\Delta t=\tfrac13\times\tfrac23\times1\ \text{nm}=0.222\ \text{nm}.
\]

The added electrons strengthen the field, which pulls those already present towards the interface. This inward motion offsets part of the voltage cost of the new electrons.

The power \(-1/3\) has a simple origin. Consider one level in a uniform force \(F\) that presses the electron against a hard wall at \(z=0\). If its wavefunction is compressed by a factor \(\lambda\), the kinetic energy \(T\) becomes \(\lambda^2T\) and the potential energy \(F\bar z\) becomes \(F\bar z/\lambda\). The true state makes the sum stationary at \(\lambda=1\), which requires

\[
2T=F\bar z .
\]

For a fixed shape, \(T\propto1/\bar z^2\), and therefore \(\bar z\propto F^{-1/3}\). If the electrons themselves make most of the field, \(F\propto N\) and the stated power follows. A fixed depletion charge weakens this dependence, because part of the field then does not grow with \(N\). The argument holds for one occupied level; when higher levels are occupied, their changing share alters the power as well. For the computed layer in (d) the local exponent is about \(-0.12\).

For the deep share, let 99 percent of the added charge be at 1 nm and one percent at 15 nm:

\[
z_\delta=0.99\times1+0.01\times15=1.14\ \text{nm},\qquad \Delta t=\frac{1.14}{3}=0.380\ \text{nm}.
\]

One percent of the charge has raised the contribution from 0.333 to 0.380 nm, because it acts with a long lever arm. This is why a small change of charge at the depletion edge cannot be dropped without thought.

### (d) The Fermi level as the reference

A voltmeter between gate and source reads a difference of Fermi levels. Let \(U=-\phi\) be the electron's potential energy, measured so that \(U(0)\) is the conduction-band edge at the interface, and let \(\mu\) be the Fermi level of the channel. In the metal gate the Fermi level keeps a fixed distance from the local potential energy. That energy lies below \(U(0)\) by the oxide drop, apart from a constant. With the depletion charge held fixed, this gives

\[
\delta V_{GS}=\frac{4\pi t}{\kappa_{ox}}\,\delta N+\delta[\mu-U(0)],
\qquad
\Delta t_{ch}=\frac{\kappa_{ox}}{4\pi}\,\frac{d[\mu-U(0)]}{dN}.
\]

The slope of the Fermi level has replaced the charge depth. With \(E_0\) the lowest electron level, it splits into two parts:

\[
\frac{d[\mu-U(0)]}{dN}=\frac{d[E_0-U(0)]}{dN}+\frac{d(\mu-E_0)}{dN}.
\]

The first is the rise of the level as the well steepens. The second is the filling of states: a level has a finite number of states per energy and area, so more electrons need a higher Fermi level.

**Why the first part differs from the rule in (a).** Set \(U(0)=0\). The force at depth \(s\) comes from all the charge beyond \(s\), including the depletion charge \(N_{dep}\), which is taken to lie far behind the electrons:

\[
U'(s)=\frac{4\pi}{\kappa_s}\left[N_{dep}+\int_s^\infty n(z')\,dz'\right].
\]

Integrate from 0 to \(z\). An electron at \(z'\) contributes for \(s<z'\) only, and thus over a length \(\min(z,z')\):

\[
U(z)=\frac{4\pi}{\kappa_s}\left[N_{dep}\,z+\int_0^\infty n(z')\min(z,z')\,dz'\right].
\]

To first order a level shifts by the average of the change in \(U\). Suppose the layer grows at fixed shape \(p(z')\), with \(\int p\,dz'=1\) and \(N_{dep}\) fixed. Then

\[
\frac{dE_0}{dN}=\frac{4\pi}{\kappa_s}\iint|\psi_0(z)|^2\,p(z')\min(z,z')\,dz\,dz'\le\frac{4\pi}{\kappa_s}\,\bar z ,
\]

because \(\min(z,z')\le z'\). Equality would need no electron of the lowest level to lie nearer the interface than any of the layer's charge. A spread-out layer gives less than the rule, and state filling then adds to it.

**Numbers.** The silicon is a (100) surface at 300 K. Two valleys have mass 0.916 along \(z\) and 0.19 in the plane. The four side valleys have mass 0.19 along \(z\) and density-of-states mass \(\sqrt{0.19\times0.916}\) in the plane. The levels obey

\[
-\frac{1}{2m_z}\psi''+U\psi=E\psi,\qquad \psi(0)=0,
\]

and are filled by Fermi statistics. The equations for \(\psi\) and \(U\) were solved together by finite differences, with repeated updates of \(U\) until it stopped changing. This is a Hartree model: it leaves out exchange, correlation and image forces. A rough local exchange term alone lowers the total found below by about 0.03 nm, so its digits describe the model and not a real layer. The slopes come from solutions with \(N\) two percent above and below its stated value, at fixed \(N_{dep}\).

The lowest level lies 0.238 eV above the band edge at the interface, and the Fermi level lies 0.038 eV above that level. About 12 percent of the electrons are in the side valleys. The slopes, expressed as oxide thickness, are

\[
\Delta t_{ch}=0.265\ \text{nm (level)}+0.142\ \text{nm (filling)}=0.407\ \text{nm}.
\]

Of the second part, 0.126 nm is filling with the level spacings held fixed. The remaining 0.016 nm arises because the higher levels rise faster than the lowest and pass electrons down to it. The capacitance is then \(2.302\times1.5/1.907=1.811\) μF/cm², about 4 percent below the value in (b).

To see that a depth near 1 nm suits this layer, use the balance \(2T=F\bar z\) from (c). It gives \(E_0=T+F\bar z=\tfrac32F\bar z\). Electrons at \(8\times10^{12}\) cm⁻² and 1 nm depth cause a silicon drop of 0.124 V, so that charge density makes a force of 0.124 eV/nm. The average force on the layer comes from \(N_{dep}+N/2\), which is also \(8\times10^{12}\) cm⁻² here. Thus

\[
\bar z\approx\frac{2E_0}{3F}=\frac{2\times0.238}{3\times0.124}\approx1.3\ \text{nm}.
\]

The real well is not uniform, so this estimate fixes only the size of the depth. The self-consistent solution gives a mean depth of 1.26 nm and a depth of the added electrons \(d(N\bar z)/dN=1.11\) nm. The rule in (a), applied to the added electrons alone, would give 0.369 nm against the 0.407 nm found with the Fermi level as the reference.

### The model beside a real transistor

The parameters are rough values for a silicon transistor with a thin oxide in strong inversion. With the Fermi level as the reference, the computed layer in (d) contributes 0.407 nm at 300 K, and 0.426 nm at 400 K with both charge densities held fixed. The 0.333 nm in (a) belongs to an assumed depth of 1 nm, so the difference reflects the layer's own depth and motion as well as the change of reference. If a body contact also fixes the potential deep in the silicon, the depletion charge changes slightly, and the rule in (a), applied to all the added charge, agrees with the Fermi-level result. A real oxide is also not a hard wall. With a rough barrier \(B=3.1\) eV and oxide mass \(m_{ox}=0.5\), the wavefunction decays into the oxide at the rate \(k=\sqrt{2m_{ox}(B-E_0)}\). Continuity of \(\psi\) and \(\psi'/m\) makes \(\psi/\psi'=m_{ox}/(m_zk)=0.089\) nm on the silicon side. The wave of the lowest level therefore acts as if the wall stood 0.089 nm inside the oxide. If all electrons shifted by this amount, the contribution computed with a hard wall would fall by about 0.03 nm. Electrons in the side valleys have a smaller mass along \(z\) and reach further into the oxide, so the full reduction is larger. A self-consistent solution with this finite barrier lowers the contribution by about 0.047 nm, to 0.36 nm, and raises the share of the side valleys from 12 to about 25 percent.

The oxide field belongs to the total charge of \(12\times10^{12}\) cm⁻² and is 5.6 MV/cm. That is high, but below a rough breakdown field of 10 MV/cm. The field drops 0.835 V across the oxide. Tunnelling is not negligible. With \(F_{ox}\) the force in the oxide, the WKB exponent is

\[
2\int_0^t\sqrt{2m_{ox}(B-E_0-F_{ox}s)}\,ds=17.0 .
\]

An electron in a uniform force \(F\) returns to the wall at the rate \(F/(2\sqrt{2m_zE_0})\), here \(3.9\times10^{13}\) s⁻¹. The product of this rate, the charge per area and \(e^{-17.0}\) is a current of order 2 A/cm². Dividing by the oxide voltage gives a rough leakage conductance, which equals \(2\pi fC\) near \(f=2\times10^5\) Hz. On this estimate, a capacitance measurement well below that frequency would be dominated by leakage. Such a measurement responds to the slope of the current with voltage, which is a few times larger than this ratio, so the crossing lies higher by the same factor. The estimate also treats every electron as being in the lowest level. Summing the escape rates of all levels with the finite barrier, and ignoring in-plane momentum, gives about 6 A/cm², more than half of it from the side valleys, and places the crossing from the slope near \(2\times10^6\) Hz.
